# Finite-Thickness Correction to Stoney Curvature at Fixed Mismatch Strain: verification in Python

```python
# Result under test: for a film on a substrate with fixed mismatch strain e_m,
#   curvature / Stoney curvature
#     = (1+h)/(1+4mh+6mh^2+4mh^3+m^2h^4) = 1 + (1-4m)h + (16m^2-10m)h^2 + ...
# m = film/substrate biaxial modulus ratio, h = film/substrate thickness ratio.
# Stoney curvature = 6*m*h*e_m/(substrate thickness).
# e_m is the film's elastic strain on a flat, unstrained substrate (tension > 0).
# Curvature is positive when the film lies on the concave side.
import numpy as np
import sympy as sp
from scipy.integrate import solve_bvp
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def curvature_ratio(m, h):
    return (1 + h) / (1 + 4*m*h + 6*m*h**2 + 4*m*h**3 + m**2*h**4)


def lever_factor(m, h):
    return (1 + h) / (1 + m*h**3)


# Symbolic minimisation of elastic energy; substrate thickness, modulus and e_m are 1.
m_s, h_s = sp.symbols("m h", positive=True)
mid_s, curv_s, z_s = sp.symbols("mid curv z", real=True)
half = sp.Rational(1, 2)
substrate_energy = sp.integrate(sp.expand((mid_s - curv_s*z_s)**2), (z_s, -half, half))
film_energy = m_s*sp.integrate(sp.expand((mid_s - curv_s*z_s + 1)**2),
                               (z_s, half, half + h_s))
energy = substrate_energy + film_energy
solution = sp.solve([sp.diff(energy, mid_s), sp.diff(energy, curv_s)],
                    [mid_s, curv_s], dict=True)[0]
mid_solution = sp.factor(solution[mid_s])
curv_solution = sp.factor(solution[curv_s])
ratio_solution = sp.cancel(curv_solution/(6*m_s*h_s))
assert sp.simplify(ratio_solution - curvature_ratio(m_s, h_s)) == 0
first = sp.diff(ratio_solution, h_s).subs(h_s, 0)
second = sp.diff(ratio_solution, h_s, 2).subs(h_s, 0)/2
assert sp.simplify(first - (1 - 4*m_s)) == 0
assert sp.simplify(second - (16*m_s**2 - 10*m_s)) == 0
assert sp.simplify(second.subs(m_s, sp.Rational(1, 4)) + sp.Rational(3, 2)) == 0

# Mean film stress comes from integrating the solved strain field.
mean_relative_stress = sp.cancel(sp.integrate(
    mid_solution - curv_solution*z_s + 1, (z_s, half, half + h_s))/h_s)
assert sp.simplify(ratio_solution/mean_relative_stress
                   - lever_factor(m_s, h_s)) == 0
assert sp.simplify(mean_relative_stress
                   - curvature_ratio(m_s, h_s)/lever_factor(m_s, h_s)) == 0
assert sp.simplify(sp.diff(mean_relative_stress, h_s).subs(h_s, 0) + 4*m_s) == 0
assert sp.simplify(sp.diff(mid_solution, h_s).subs(h_s, 0) + m_s) == 0
bending_relief = -curv_solution*(1 + h_s)/2
assert sp.simplify(sp.diff(bending_relief, h_s).subs(h_s, 0) + 3*m_s) == 0


def elastic_matrix(biaxial, poisson):
    young = biaxial*(1 - poisson)
    shear = young/(2*(1 + poisson))
    lame = young*poisson/((1 + poisson)*(1 - 2*poisson))
    matrix = np.zeros((4, 4))
    matrix[:3, :3] = lame
    matrix[np.arange(3), np.arange(3)] += 2*shear
    matrix[3, 3] = shear
    return matrix


def with_midpoints(edges):
    nodes = np.empty(2*len(edges) - 1)
    nodes[::2] = edges
    nodes[1::2] = (edges[:-1] + edges[1:])/2
    return nodes


def shape_1d(x):
    return (np.array([x*(x - 1)/2, 1 - x*x, x*(x + 1)/2]),
            np.array([x - 0.5, -2*x, x + 0.5]))


def disc_curvature(m, h, nu_substrate, nu_film, radius, refine):
    """Central curvature of a free disc by axisymmetric linear elasticity.
    Lengths are in substrate thicknesses; mismatch strain is 1.
    Nine-node elements resolve bending and are graded towards the free edge."""
    s = np.linspace(0, 1, 12*refine + 1)
    edge_part = radius - 3*(1 - s)**2
    r_edges = np.r_[np.linspace(0, radius - 3, 10*refine + 1), edge_part[1:]]
    s = np.linspace(0, 1, 6*refine + 1)
    z_edges = np.r_[0.5 - (1 - s)**2, 0.5 + h*np.linspace(0, 1, 2*refine + 1)[1:]]
    r_nodes, z_nodes = with_midpoints(r_edges), with_midpoints(z_edges)
    nz = len(z_nodes)
    size = 2*len(r_nodes)*nz
    load = np.zeros(size)
    rows, cols, values = [], [], []
    points, weights = np.polynomial.legendre.leggauss(3)
    matrices = (elastic_matrix(1.0, nu_substrate), elastic_matrix(m, nu_film))
    free_strain = np.array([-1.0, -1.0, -1.0, 0.0])
    for i in range(len(r_edges) - 1):
        dr = r_edges[i + 1] - r_edges[i]
        for j in range(len(z_edges) - 1):
            dz = z_edges[j + 1] - z_edges[j]
            in_film = j >= 6*refine
            elastic = matrices[int(in_film)]
            nodes = np.array([(2*i + a)*nz + 2*j + b
                              for a in range(3) for b in range(3)])
            dofs = np.empty(18, dtype=int)
            dofs[::2], dofs[1::2] = 2*nodes, 2*nodes + 1
            stiffness = np.zeros((18, 18))
            force = np.zeros(18)
            for x, wx in zip(points, weights):
                lr, dlr = shape_1d(x)
                r = r_edges[i] + dr*(1 + x)/2
                for y, wy in zip(points, weights):
                    lz, dlz = shape_1d(y)
                    shape = np.outer(lr, lz).ravel()
                    grad_r = np.outer(dlr, lz).ravel()*2/dr
                    grad_z = np.outer(lr, dlz).ravel()*2/dz
                    b = np.zeros((4, 18))
                    b[0, ::2] = grad_r
                    b[1, ::2] = shape/r
                    b[2, 1::2] = grad_z
                    b[3, ::2], b[3, 1::2] = grad_z, grad_r
                    volume = wx*wy*r*dr*dz/4
                    stiffness += b.T @ elastic @ b*volume
                    if in_film:
                        force += b.T @ elastic @ free_strain*volume
            rows.append(np.repeat(dofs, 18))
            cols.append(np.tile(dofs, 18))
            values.append(stiffness.ravel())
            load[dofs] += force
    matrix = coo_matrix((np.concatenate(values),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(size, size)).tocsr()
    fixed = np.r_[2*np.arange(nz), 1]
    free = np.setdiff1d(np.arange(size), fixed)
    displacement = np.zeros(size)
    displacement[free] = spsolve(matrix[free][:, free].tocsc(), load[free])
    index = 4*refine
    rise = displacement[2*index*nz + 1] - displacement[1]
    return 2*rise/r_nodes[index]**2


# Rough typical inputs for deposited silicon dioxide on (001) germanium.
film_um, substrate_um, radius_um = 1.0, 20.0, 500.0
film_gpa, substrate_gpa = 85.0, 140.0
nu_film, nu_substrate = 0.17, 0.27
alpha_film, alpha_substrate = 0.5e-6, 6.0e-6
temperature_change = -300.0
intrinsic_mpa = -100.0
m, h = film_gpa/substrate_gpa, film_um/substrate_um
mismatch = (alpha_substrate - alpha_film)*temperature_change
mismatch_mpa = 1000*film_gpa*mismatch
stoney = 6*m*h*mismatch/(substrate_um*1e-6)
ratio = curvature_ratio(m, h)
curvature = stoney*ratio
linear = 1 + (1 - 4*m)*h
quadratic = linear + (16*m*m - 10*m)*h*h
lever = lever_factor(m, h)
relief = ratio/lever
mid_relative = float(mid_solution.subs({m_s: m, h_s: h}))
bend_relative = float(bending_relief.subs({m_s: m, h_s: h}))

# Free-edge and finite-thickness effects set the finite-element tolerances.
disc_radius = radius_um/substrate_um
fe_coarse = disc_curvature(m, h, nu_substrate, nu_film, disc_radius, 1)/(6*m*h)
fe_fine = disc_curvature(m, h, nu_substrate, nu_film, disc_radius, 2)/(6*m*h)
assert abs(fe_fine - fe_coarse) < 5e-4
assert abs(fe_fine - ratio) < 1e-3
thick_m, thick_h = 2.0, 0.3
fe_thick = disc_curvature(thick_m, thick_h, 0.20, 0.35, 25.0, 1)/(6*thick_m*thick_h)
thick_ratio = curvature_ratio(thick_m, thick_h)
assert abs(fe_thick/thick_ratio - 1) < 1e-2


def central_fall(load_curvature, nu):
    """Relative fall of central curvature from the von Karman disc equations.
    Unknowns: slope/radius g, its derivative, radial force n, its derivative.
    Curvature is scaled by substrate thickness/radius squared."""
    def equations(x, y):
        return np.vstack((y[1], y[2]*y[0], y[3], -6*(1 - nu**2)*y[0]**2))

    def boundary(a, b):
        return np.array([a[1], a[3], b[2],
                         b[1] + (1 + nu)*(b[0] - load_curvature)])

    x = np.linspace(0, 1, 41)
    guess = np.zeros((4, len(x)))
    guess[0] = load_curvature
    answer = solve_bvp(equations, boundary, x, guess,
                       S=np.diag([0., -3., 0., -3.]), tol=1e-8, max_nodes=20000)
    assert answer.success
    return 1 - answer.sol(0)[0]/load_curvature


scaled_curvature = abs(curvature)*(radius_um*1e-6)**2/(substrate_um*1e-6)
fall_formula = (1 - nu_substrate)*(2 + nu_substrate)*scaled_curvature**2/16
fall_numeric = central_fall(scaled_curvature, nu_substrate)
# The perturbation formula omits the next power of scaled curvature squared.
assert abs(fall_numeric/fall_formula - 1) < 0.03

print("INPUTS: rough SiO2 film on (001) Ge disc")
print(f"film thickness = {film_um:.1f} um")
print(f"substrate thickness = {substrate_um:.1f} um")
print(f"disc radius = {radius_um:.0f} um")
print(f"film biaxial modulus = {film_gpa:.0f} GPa")
print(f"substrate biaxial modulus = {substrate_gpa:.0f} GPa")
print(f"Poisson ratios film, substrate = {nu_film:.2f}, {nu_substrate:.2f}")
print(f"expansion film, substrate = {alpha_film*1e6:.1f}, {alpha_substrate*1e6:.1f} 1e-6/K")
print(f"temperature change = {temperature_change:.0f} K")
print("RESULTS")
print(f"modulus ratio m = {m:.4f}")
print(f"thickness ratio h = {h:.4f}")
print(f"mismatch strain = {mismatch*100:.4f} %")
print(f"mismatch stress = {mismatch_mpa:.2f} MPa")
print(f"Stoney curvature = {stoney:.4f} 1/m")
print(f"corrected curvature = {curvature:.4f} 1/m")
print(f"corrected radius of curvature (size) = {1000/abs(curvature):.2f} mm")
print(f"centre-to-edge bow (size) = {abs(curvature)*(radius_um*1e-6)**2/2*1e6:.3f} um")
print(f"full curvature ratio = {ratio:.6f}")
print(f"first-order ratio = {linear:.6f}")
print(f"second-order ratio = {quadratic:.6f}")
print(f"leading relative change = {(linear-1)*100:.3f} %")
print(f"full relative change = {(ratio-1)*100:.3f} %")
print(f"lever factor = {lever:.6f}")
print(f"stress-relief factor = {relief:.6f}")
print(f"midplane strain / mismatch = {mid_relative:.6f}")
print(f"bending strain at film middle / mismatch = {bend_relative:.6f}")
print(f"mean film stress = {mismatch_mpa*relief:.2f} MPa")
print(f"stress returned by Stoney = {mismatch_mpa*ratio:.2f} MPa")
print("COMPARISON at the same h: m, leading change, full change")
for trial_m in (0.10, 0.25, 1.00, 2.00):
    print(f"m={trial_m:.2f}: {100*(1-4*trial_m)*h:.3f} %, "
          f"{100*(curvature_ratio(trial_m, h)-1):.3f} %")
print("FINITE ELEMENTS: isotropic layers, free edge")
print(f"example ratio, coarse mesh = {fe_coarse:.6f}")
print(f"example ratio, fine mesh = {fe_fine:.6f}")
print(f"mesh shift = {fe_fine-fe_coarse:.2e}")
print(f"fine mesh minus plate formula = {fe_fine-ratio:.2e}")
print(f"thick test m, h = {thick_m:.1f}, {thick_h:.1f}")
print(f"thick test elements, formula = {fe_thick:.5f}, {thick_ratio:.5f}")
print("NEGLECTED EFFECTS")
print(f"scaled curvature K = {scaled_curvature:.4f}")
print(f"large-deflection fall, formula = {100*fall_formula:.4f} %")
print(f"large-deflection fall, numerical = {100*fall_numeric:.4f} %")
print(f"rough intrinsic stress = {intrinsic_mpa:.0f} MPa")
print(f"its curvature change = {100*intrinsic_mpa/mismatch_mpa:.1f} %")
expansion_shift = 0.1*alpha_substrate/(alpha_substrate - alpha_film)
print(f"curvature change for +10% Ge expansion = {100*expansion_shift:.1f} %")
modulus_shift = curvature_ratio(1.1*m, h) - ratio
print(f"ratio change for +10% modulus ratio = {100*modulus_shift:.2f} points")
print("success")
```

Output:

```
INPUTS: rough SiO2 film on (001) Ge disc
film thickness = 1.0 um
substrate thickness = 20.0 um
disc radius = 500 um
film biaxial modulus = 85 GPa
substrate biaxial modulus = 140 GPa
Poisson ratios film, substrate = 0.17, 0.27
expansion film, substrate = 0.5, 6.0 1e-6/K
temperature change = -300 K
RESULTS
modulus ratio m = 0.6071
thickness ratio h = 0.0500
mismatch strain = -0.1650 %
mismatch stress = -140.25 MPa
Stoney curvature = -15.0268 1/m
corrected curvature = -13.9526 1/m
corrected radius of curvature (size) = 71.67 mm
centre-to-edge bow (size) = 1.744 um
full curvature ratio = 0.928512
first-order ratio = 0.928571
second-order ratio = 0.928138
leading relative change = -7.143 %
full relative change = -7.149 %
lever factor = 1.049920
stress-relief factor = 0.884364
midplane strain / mismatch = -0.026847
bending strain at film middle / mismatch = -0.088789
mean film stress = -124.03 MPa
stress returned by Stoney = -130.22 MPa
COMPARISON at the same h: m, leading change, full change
m=0.10: 3.000 %, 2.785 %
m=0.25: 0.000 %, -0.368 %
m=1.00: -15.000 %, -13.616 %
m=2.00: -35.000 %, -26.626 %
FINITE ELEMENTS: isotropic layers, free edge
example ratio, coarse mesh = 0.928976
example ratio, fine mesh = 0.928977
mesh shift = 1.72e-06
fine mesh minus plate formula = 4.65e-04
thick test m, h = 2.0, 0.3
thick test elements, formula = 0.27480, 0.27493
NEGLECTED EFFECTS
scaled curvature K = 0.1744
large-deflection fall, formula = 0.3150 %
large-deflection fall, numerical = 0.3129 %
rough intrinsic stress = -100 MPa
its curvature change = 71.3 %
curvature change for +10% Ge expansion = 10.9 %
ratio change for +10% modulus ratio = -1.06 points
success
```
